# Loss of corrugation and lateral resolution in scanning tunnelling microscopy

Two model surfaces differ in one respect: their lateral periods are 3 Å and 8 Å. Both have the same relative modulation, 0.2, when extrapolated to the surface plane. In a model with an s-wave tip and a flat 4 eV barrier, a tunnelling tip of radius 3 Å, scanned at constant current across a gap of 5 Å, moves up and down by $1.7\times10^{-4}$ Å over the first and by $6.1\times10^{-2}$ Å over the second. A factor of 2.7 in period has become a factor of about 360 in signal. The cause lies in how waves decay in the vacuum.

## 1. One lateral wave

Take a flat vacuum barrier of height $\phi$ above the Fermi level, and a bias so small that all relevant states lie at the Fermi energy. For an electron of mass $m_e$, the Schrödinger equation in the vacuum is

$$
-\frac{\hbar^2}{2m_e}\nabla^2\psi+\phi\,\psi=0
\quad\Longrightarrow\quad
\nabla^2\psi=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m_e\phi}}{\hbar}.
$$

Energies are measured here from the Fermi level. For $\phi=4$ eV, $\kappa=1.0246$ Å$^{-1}$. The flat barrier is an idealization at the gaps used below. Between two metal planes a distance $d$ apart, classical image forces lower the midpoint of the barrier by $e^2\ln2/(4\pi\varepsilon_0d)$, which is 2.0 eV at 5 Å and 3.3 eV at 3 Å. The numbers depend on $\phi$: the opening factor of 360 would be about 1300 for a flat 2 eV barrier and about 230 for 5 eV.

Let $z$ be the height above a chosen surface plane and $\mathbf x$ the lateral position. Inserting $\psi=e^{i\mathbf q\cdot\mathbf x}f(z)$ gives $f''-q^2f=\kappa^2f$. The solution that decays away from the sample is

$$
f\propto e^{-\alpha_q z},\qquad \alpha_q=\sqrt{\kappa^2+q^2}.
$$

Lateral oscillation costs kinetic energy, so the wave must decay faster in $z$. At $q=0$ the rate is $\kappa$.

A wavefunction component of lateral wavevector $G$ therefore decays with $\sqrt{\kappa^2+G^2}$. The density, however, is a product of two waves, and its component of wavevector $G$ follows a different rule.

## 2. Two waves and one density component

Above a periodic surface, a state of lateral Bloch wavevector $\mathbf k$ is

$$
\psi_{\mathbf k}=\sum_{\mathbf g}c_{\mathbf g}\,
e^{i(\mathbf k+\mathbf g)\cdot\mathbf x}\,e^{-\alpha_{\mathbf k+\mathbf g}z},
$$

where $\mathbf g$ runs over the surface reciprocal lattice. In $|\psi_{\mathbf k}|^2$, the factor multiplying $e^{i\mathbf G\cdot\mathbf x}$ comes from all pairs whose wavevectors differ by $\mathbf G$:

$$
\sum_{\mathbf g}c_{\mathbf g}^*c_{\mathbf g+\mathbf G}\,
e^{-(\alpha_{\mathbf q}+\alpha_{\mathbf q+\mathbf G})z},
\qquad \mathbf q=\mathbf k+\mathbf g.
$$

To find the slowest pair, read $\alpha_{\mathbf q}$ as the length of the three-component vector $(\kappa,-\mathbf q)$, and $\alpha_{\mathbf q+\mathbf G}$ as the length of $(\kappa,\mathbf q+\mathbf G)$. These vectors add up to $(2\kappa,\mathbf G)$, so the triangle inequality gives

$$
\alpha_{\mathbf q}+\alpha_{\mathbf q+\mathbf G}\;\ge\;\sqrt{4\kappa^2+G^2}=2Q,
\qquad Q=\sqrt{\kappa^2+\frac{G^2}{4}}.
$$

Equality requires the two vectors to be parallel. Their first entries are equal, so $-\mathbf q=\mathbf q+\mathbf G$, or $\mathbf q=-\mathbf G/2$. The density component $\mathbf G$ is carried furthest by two waves at $\pm\mathbf G/2$, each decaying with $Q$. The rate $Q$ thus belongs to each of the two waves, and the density component decays with $2Q$.

**Limit: a zone-centre state.** For $\mathbf k=0$, the slowest pair for a shortest reciprocal vector $\mathbf G$ is $(0,\mathbf G)$ or its mirror image, with total rate $\kappa+\sqrt{\kappa^2+G^2}$. This exceeds $2Q$.

**Limit: a zone-boundary state alone.** With two equal leading waves at $\pm\mathbf G/2$,

$$
|\psi|^2\propto e^{-2Qz}\cos^2\!\frac{\mathbf G\cdot\mathbf x}{2}
=\tfrac12e^{-2Qz}\left[1+\cos(\mathbf G\cdot\mathbf x)\right].
$$

The mean and the modulation decay together, so the relative modulation does not decay at all. The modulation carried by this state fades relative to the mean only when other states, nearer $\mathbf k=0$, supply a longer-ranged mean.

Both limits were tested by diagonalizing the Schrödinger equation for a corrugated attractive slab, in units $\hbar=2m_e=1$ with $G=2$. Each state's own energy fixes its $\kappa$. At $\mathbf k=0$ the measured decay rate of the density component is 4.404, against 4.406 predicted. At $k=G/2$ it is 3.7368, against 3.7375. These values are for the potential $-4(1+0.3\cos Gx)$ in $|z|<1$ on a grid of step 0.04. Without the grid, measured and predicted rates both move up by about 0.015, to 4.419 and 3.753, and agree to four digits. For the latter state, the ratio of component to mean is 0.500 at both sampled heights. This is the expected $1/2$, because the cosine divides equally between $e^{i\mathbf G\cdot\mathbf x}$ and $e^{-i\mathbf G\cdot\mathbf x}$.

## 3. All states at the Fermi level

The relevant density is the local density of states (LDOS),

$$
\rho(\mathbf r)=\sum_n|\psi_n(\mathbf r)|^2\,\delta(E_n-E_F).
$$

Suppose that the Fermi-level states cover an area of lateral wavevectors, as the projected Fermi surface of a bulk metal can. Summing over $\mathbf k$ and $\mathbf g$ is then an integral over all $\mathbf q$. Let $F_{\mathbf G}(\mathbf q)$ be the amplitude product, including the density of states, and assume that it is smooth and nonzero near $\mathbf q=-\mathbf G/2$.

At large $z$ the neighbourhood of the minimum dominates. Put $\mathbf q=-\mathbf G/2+\mathbf p$, with $p_\parallel$ along $\mathbf G$ and $p_\perp$ across it. The two rates are $\sqrt{Q^2+u_\mp}$ with $u_\mp=p^2\mp Gp_\parallel$. Use $\sqrt{Q^2+u}\simeq Q+u/(2Q)-u^2/(8Q^3)$. The linear terms cancel in the sum, and to second order in $\mathbf p$

$$
\alpha_{\mathbf q}+\alpha_{\mathbf q+\mathbf G}
\simeq2Q+\frac{p^2}{Q}-\frac{G^2p_\parallel^2}{4Q^3}
=2Q+\frac{p_\perp^2}{Q}+\frac{\kappa^2p_\parallel^2}{Q^3},
$$

because $Q^2-G^2/4=\kappa^2$. The two Gaussian integrals give

$$
\int d^2p\;e^{-(\alpha_{\mathbf q}+\alpha_{\mathbf q+\mathbf G})z}
\simeq e^{-2Qz}\sqrt{\frac{\pi Q}{z}}\sqrt{\frac{\pi Q^3}{\kappa^2z}}
=\frac{\pi Q^2}{\kappa z}\,e^{-2Qz}.
$$

For the mean, $G=0$ and $Q=\kappa$, which gives $(\pi\kappa/z)e^{-2\kappa z}$. The factors $1/z$ cancel in the ratio:

$$
\frac{\rho_{\mathbf G}}{\rho_0}\simeq
\frac{F_{\mathbf G}(-\mathbf G/2)}{F_0(0)}\,\frac{Q^2}{\kappa^2}\,e^{-\beta z},
\qquad
\boxed{\beta=2\left(\sqrt{\kappa^2+\frac{G^2}{4}}-\kappa\right)}.
$$

The exponent survives the sum over states; the sum changes the prefactor. With constant amplitude products, $\kappa=1$ and $G=2$, explicit sums extrapolated to large $z$ give a prefactor of 1.999, against $Q^2/\kappa^2=2$.

The assumptions can fail. If the Fermi-level states do not reach $-\mathbf G/2$, the best available pair decays faster. The products can also cancel: a sine standing wave has density $\propto1-\cos(\mathbf G\cdot\mathbf x)$, opposite in modulation to the cosine wave.

**Limits.** As $G\to0$, $\beta\to0$: a very long wave keeps its relative modulation. For $G\gg2\kappa$, $\beta\to G-2\kappa$, and the lateral wavevector dominates the decay.

## 4. Why the tip reads the density at its centre

For weak coupling, Bardeen's matrix element between a sample state $\psi$ and a tip state $\chi$ is, apart from an overall sign convention,

$$
M=\frac{\hbar^2}{2m_e}\int dS\,
\left(\chi^*\partial_z\psi-\psi\,\partial_z\chi^*\right),
$$

taken over a plane in the gap. Model the tip end by an s wave centred at $\mathbf r_0$, with the same $\kappa$ as the sample:

$$
\chi=A\,\frac{e^{-\kappa s}}{s},\qquad s=|\mathbf r-\mathbf r_0|,\quad A\ \text{real}.
$$

Away from the centre, $\nabla^2\chi=s^{-1}d^2(s\chi)/ds^2=\kappa^2\chi$. Near the centre $\chi\to A/s$, and $\nabla^2(1/s)=-4\pi\delta(\mathbf r-\mathbf r_0)$. Together,

$$
\nabla^2\chi=\kappa^2\chi-4\pi A\,\delta(\mathbf r-\mathbf r_0).
$$

Continue the vacuum forms of $\psi$ and $\chi$ through the region above the plane. This is a device for evaluating the surface integral, not a claim about the true wavefunctions inside the tip. The $\kappa^2$ terms cancel:

$$
\int_{\text{above}}d^3r\,(\chi\nabla^2\psi-\psi\nabla^2\chi)=4\pi A\,\psi(\mathbf r_0).
$$

Green's theorem turns the left side into a flux through the boundary. The distant boundary contributes nothing, and the outward normal on the plane is $-\hat{\mathbf z}$. Hence

$$
\int dS\,(\chi\,\partial_z\psi-\psi\,\partial_z\chi)=-4\pi A\,\psi(\mathbf r_0),
\qquad |M|^2=\left(\frac{2\pi\hbar^2A}{m_e}\right)^2|\psi(\mathbf r_0)|^2.
$$

Direct quadrature for a laterally oscillating $\psi$ gives $-12.566$ for the integral divided by $A\psi(\mathbf r_0)$, on two different planes. This is $-4\pi$, and the choice of plane drops out.

At small bias $V$ and low temperature, the golden rule for elastic tunnelling gives

$$
I=\frac{2\pi e^2V}{\hbar}\sum_{\mu,n}|M_{\mu n}|^2\,
\delta(E_\mu-E_F)\,\delta(E_n-E_F)\;\propto\;\rho(\mathbf r_0),
$$

with $\mu$ labelling tip states and $n$ sample states. For a spherical tip of radius $R$ whose lowest point is a distance $d$ above the surface plane, the centre lies at

$$
z=R+d.
$$

The radius therefore enters the sample density $\rho(\mathbf r_0)$ on the same footing as the gap. It also enters the tip amplitude: a fixed value of $\chi$ at the tip surface $s=R$ requires $A\propto Re^{\kappa R}$, which cancels the factor $e^{-2\kappa R}$ in the mean current. Since $A$ does not change as the tip is scanned, it drops out of the relative modulation and of the constant-current contour, which depend on $R+d$.

All of this rests on the s wave. A $p_z$ tip wave is the $z_0$-derivative of the s wave, so it weights each sample wave by $\alpha_q/\kappa$. With the mean at $\mathbf k=0$ and the modulation at $\pm\mathbf G/2$, the relative modulation grows by $Q^2/\kappa^2$ for $p_z$ and by $[(3Q^2/\kappa^2-1)/2]^2$ for $d_{z^2}$. These factors are 2.0 and 6.6 for the 3 Å period, and 1.15 and 1.5 for the 8 Å period. A complete, equally weighted $p$ or $d$ shell returns the s-wave value. The corrugations below are therefore s-wave values, and for short periods a tip with a directional orbital can show much more.

## 5. From modulation to corrugation

Keep one lateral period, with $x$ along $\mathbf G$, and use the model

$$
\rho(x,z)=C\,e^{-2\kappa z}\left[1+m_0e^{-\beta z}\cos Gx\right].
$$

Here $m_0$ is the relative modulation extrapolated to $z=0$. It absorbs the prefactors of section 3, which are large-$z$ limits and only approximately constant at $z=8$ Å, and need not equal the true modulation at the surface atoms, where the asymptotic form does not apply. The model combines two groups of states: the pure exponential for the mean suits states concentrated near $\mathbf k=0$, while the rate $\beta$ needs further states at $\pm\mathbf G/2$ to carry the modulation. States near $\mathbf k=0$ alone would give the faster zone-centre rate quoted at the end of this section. The broad sum of section 3 would add $1/z$ to the logarithmic slope $2\kappa$, about 6% at $z=8$ Å.

At constant current the tip centre follows $z=\bar z+\delta(x)$, on which $\rho$ keeps the value $Ce^{-2\kappa\bar z}$. Taking logarithms,

$$
2\kappa\,\delta=\ln\!\left[1+m_0e^{-\beta(\bar z+\delta)}\cos Gx\right].
$$

Let $m=m_0e^{-\beta\bar z}\ll1$. To first order in $m$, the logarithm is $m\cos Gx$, and the $\delta$ in the exponent matters first at second order. So $\delta\simeq m\cos Gx/(2\kappa)$. Crest minus trough gives the peak-to-peak corrugation

$$
\boxed{\Delta\simeq\frac{m_0}{\kappa}\,e^{-\beta(R+d)}}.
$$

The trough follows from the crest by $m\to-m$, so $\Delta$ is odd in $m$ and its relative correction starts at order $m^2$.

Now the opening numbers, with $z=3+5=8$ Å. For the 3 Å period, $G=2\pi/3=2.094$ Å$^{-1}$ and $Q=1.4651$ Å$^{-1}$, so

$$
\beta=2(1.4651-1.0246)=0.881\ \text{Å}^{-1},\qquad
\Delta=\frac{0.2}{1.0246}\,(8.70\times10^{-4})=1.70\times10^{-4}\ \text{Å}.
$$

For the 8 Å period, $Q=1.0973$ Å$^{-1}$ and

$$
\beta=2(1.0973-1.0246)=0.145\ \text{Å}^{-1},\qquad
\Delta=\frac{0.2}{1.0246}\,(0.3126)=6.10\times10^{-2}\ \text{Å}.
$$

Their ratio is $e^{(0.8809-0.1454)\times8}\approx360$. Contours solved without the small-$m$ expansion agree with the formula to within 1% at all three gaps:

| Gap (Å) | $\Delta$, 3 Å period (Å) | $\Delta$, 8 Å period (Å) |
|---|---|---|
| 3 | $9.9\times10^{-4}$ | $8.2\times10^{-2}$ |
| 5 | $1.7\times10^{-4}$ | $6.1\times10^{-2}$ |
| 7 | $2.9\times10^{-5}$ | $4.6\times10^{-2}$ |

In this model, retracting the tip by 1 Å multiplies the mean current by 0.13, but the corrugation by 0.41 for the short period and 0.86 for the long one. The broad sum of section 3 with constant amplitudes gives 0.11, 0.42 and 0.87 from $z=8$ to 9 Å. If zone-centre states alone were present, the relative decay rate would be $\sqrt{\kappa^2+G^2}-\kappa$, which is 1.31 and 0.27 Å$^{-1}$ for the two periods, and the corrugation would fade faster.

## 6. From one period to lateral resolution

A general small modulation is a sum of Fourier components. If the slowest pair controls each of them, height multiplies each component by

$$
T(G)=e^{-\beta(G)z},\qquad z=R+d.
$$

For $G\ll2\kappa$, expand the square root:

$$
\sqrt{\kappa^2+\frac{G^2}{4}}
=\kappa+\frac{G^2}{8\kappa}-\frac{G^4}{128\kappa^3}+\cdots,
\qquad
\beta\simeq\frac{G^2}{4\kappa}-\frac{G^4}{64\kappa^3}.
$$

The leading term gives a Gaussian filter, $T\simeq e^{-G^2z/(4\kappa)}$. Multiplication in Fourier space is convolution in real space, here with

$$
K(\mathbf x)\simeq\frac{\kappa}{\pi z}\,e^{-\kappa x^2/z},
$$

where $x=|\mathbf x|$ is now the lateral distance in two dimensions. A Gaussian $e^{-ax^2}$ has variance $1/(2a)$ along each axis. With $a=\kappa/z$, the rms width is $\sigma=\sqrt{z/(2\kappa)}$. Defining the resolution length as $L=2\sigma$ gives the Tersoff–Hamann formula

$$
\boxed{L=\sqrt{\frac{2(R+d)}{\kappa}}}.
$$

For the example, $L=\sqrt{2\times8/1.0246}=3.95$ Å, or 0.395 nm. It grows slowly with height, from 3.4 Å at a gap of 3 Å to 4.4 Å at 7 Å.

**How far does the Gaussian hold?** Besides $G\ll2\kappa$, the neglected exponent $zG^4/(64\kappa^3)$ must be small. For the 8 Å period it is 0.04, and the Gaussian gives $T=0.300$ instead of 0.313. For the 3 Å period it gives $1.9\times10^{-4}$ instead of $8.7\times10^{-4}$, too small by a factor of 4.5.

The full spread function can also be found. Let $s=\sqrt{x^2+z^2}$ and $u=e^{-2\kappa s}/s$. As in section 4, with $\kappa$ replaced by $2\kappa$, $\nabla^2u-4\kappa^2u=-4\pi\delta(\mathbf r)$. Its lateral Fourier transform obeys

$$
\tilde u''-P^2\tilde u=-4\pi\delta(z),\quad P=\sqrt{4\kappa^2+G^2}
\quad\Longrightarrow\quad
\tilde u=\frac{2\pi}{P}e^{-P|z|},
$$

since the slope must jump by $-4\pi$ at $z=0$. For $z>0$, $-\partial_z\tilde u/(2\pi)=e^{-Pz}$. Since $T=e^{2\kappa z}e^{-Pz}$, the same operation on $u$ gives

$$
K(\mathbf x)=-\frac{e^{2\kappa z}}{2\pi}\,\partial_zu
=\frac{z(1+2\kappa s)}{2\pi s^3}\,e^{-2\kappa(s-z)}.
$$

Its width needs no Gaussian approximation. Expanding the Fourier integral of $K$ at small $G$ gives $T=1-\tfrac12G^2\sigma^2+\cdots$, while the filter itself gives $T=1-G^2z/(4\kappa)+\cdots$. Thus $\sigma^2=z/(2\kappa)$ for the full filter too, as quadrature confirms. This holds for the pure filter $e^{-\beta z}$. The broad sum of section 3 adds the prefactor $Q^2/\kappa^2=1+G^2/(4\kappa^2)$, which lowers the variance by about $1/(2\kappa^2)$. With constant amplitudes at $z=8$ Å, $2\sigma$ is then about 3.7 Å rather than 3.95 Å, and the 3 Å component is $1.6\times10^{-3}$ rather than $8.7\times10^{-4}$. The shape does differ: at $z=8$ Å the full width at half maximum is 4.4 Å, against 4.7 Å for the Gaussian. For $\kappa z\gg1$ and lateral distances of order $\sigma$, $s-z\simeq x^2/(2z)$, and the Gaussian returns.

**What $L$ means.** It is the width of a blur, not a sharp limit on visible periods. A modulation of period $L$ still passes; in the example, at $z=8$ Å, the full filter multiplies its amplitude by 0.013. Whether that can be seen depends on $m_0$ and on the noise. In the Gaussian approximation the amplitude falls to $1/e$ at the period $\pi\sqrt{z/\kappa}$, about 8.8 Å here.

The formula also inherits the condition on the states. If zone-centre states carry the modulation as well as the mean, the relative rate at small $G$ is $\sqrt{\kappa^2+G^2}-\kappa\simeq G^2/(2\kappa)$. The variance doubles, and the resolution length becomes $\sqrt2\,L$.

## Calculated quantities

```
work function = 4.0 eV
kappa = 1.0246 1/angstrom
tip radius = 3.0 angstrom
reference gap = 5.0 angstrom
reference tip-centre height = 8.0 angstrom
extrapolated modulation m0 = 0.20
mean current factor per added angstrom = 0.1288
Slab test: LDOS component decay (dimensionless, hbar=2m=1)
k/G=0.0: measured=4.4043, predicted=4.4059
k/G=0.4: measured=3.8029, predicted=3.8032
k/G=0.5: measured=3.7368, predicted=3.7375
zone-boundary component/mean at z=5: 0.5001
zone-boundary component/mean at z=6: 0.5000
Bardeen integral/(A psi(r0)), plane 3.0 angstrom: -12.566371
Bardeen integral/(A psi(r0)), plane 5.0 angstrom: -12.566371
k-sum prefactor for kappa=1, G=2: extrapolated=1.9992, predicted=2.0000
Period 3.0 angstrom: G=2.0944 1/angstrom
  rate per wavefunction=1.4651 1/angstrom
  beta=0.8809 1/angstrom
  zone-centre relative decay=1.3070 1/angstrom
  corrugation factor per added angstrom=0.4144
  gap 3.0 angstrom: contour=9.885e-04, formula=9.885e-04 angstrom
  gap 5.0 angstrom: contour=1.698e-04, formula=1.698e-04 angstrom
  gap 7.0 angstrom: contour=2.915e-05, formula=2.915e-05 angstrom
Period 8.0 angstrom: G=0.7854 1/angstrom
  rate per wavefunction=1.0973 1/angstrom
  beta=0.1454 1/angstrom
  zone-centre relative decay=0.2664 1/angstrom
  corrugation factor per added angstrom=0.8647
  gap 3.0 angstrom: contour=8.186e-02, formula=8.160e-02 angstrom
  gap 5.0 angstrom: contour=6.113e-02, formula=6.102e-02 angstrom
  gap 7.0 angstrom: contour=4.567e-02, formula=4.563e-02 angstrom
Filter at period 3.0 angstrom: full=8.697e-04, Gaussian=1.912e-04
Filter at period 8.0 angstrom: full=3.126e-01, Gaussian=3.000e-01
Gap 3.0 angstrom: rms width=1.711, resolution L=3.422 angstrom
Gap 5.0 angstrom: rms width=1.976, resolution L=3.952 angstrom
Gap 7.0 angstrom: rms width=2.209, resolution L=4.418 angstrom
Reference full width at half maximum: full=4.431, Gaussian=4.653 angstrom
Reference resolution L = 0.3952 nm
Full filter at period L = 0.0128
```
